# Sphere-dependent basis errors in LAPW binding energies: a one-dimensional counter-example

## Definitions and conventions

Hartree atomic units are used; 1 mHa is $10^{-3}$ hartree. Electrons move independently in one dimension, with Hamiltonian

$$H=-\frac12\frac{d^2}{dx^2}+V(x).$$

Each atom is a square well of depth $V_0=1$ hartree and half-width $a=0.7$ bohr; elsewhere $V=0$. Every system sits in the same periodic box of length $L=40$ bohr, with periodic wave functions. There are three systems:

- one atom with one electron, of energy $E_a$;
- a pair of atoms $d=4$ bohr apart, with two electrons in the lowest orbital, of total energy $E_p$;
- a ring of $N=10$ atoms with spacing $d$, which fills the box and serves as the solid. Its ten electrons fill five orbitals, with total energy $E_s$.

The binding energy of the pair is $D=2E_a-E_p$, and the cohesive energy per atom is $C=E_a-E_s/N$. Both are positive when the atoms bind. The model has no repulsion between electrons or between nuclei, so these are electronic energy differences at a chosen spacing, not at an equilibrium one.

**The basis.** The plane-wave labels are $g=2\pi n/L$ with $|g|\le G$. A "sphere" is an interval $|y|<R$, where $y=x-X$ is measured from the site $X$. Outside the spheres the basis function is $\varphi_g=e^{igx}/\sqrt L$. Inside, it is built from solutions $u$ of definite parity at a fixed energy parameter $E_0$, and from their energy derivatives $\dot u$:

$$-\tfrac12u''+Vu=E_0u,\qquad -\tfrac12\dot u''+V\dot u=E_0\dot u+u .$$

The second equation is the first differentiated with respect to energy. The normalization is $u(0)=1$ for the even solution and $u'(0)=1$ for the odd one, at every energy. In all calculations $E_0$ is the exact atomic level.

Since $e^{igx}=e^{igX}(\cos gy+i\sin gy)$, the even part inside is $e^{igX}(Au+B\dot u)/\sqrt L$, with value and slope matched at $y=R$:

$$Au(R)+B\dot u(R)=\cos gR,\qquad Au'(R)+B\dot u'(R)=-g\sin gR .$$

With $W=u\dot u'-u'\dot u$ at $R$, the solution is

$$A=\frac{\dot u'\cos gR+g\,\dot u\sin gR}{W},\qquad B=-\frac{g\,u\sin gR+u'\cos gR}{W}.$$

The odd part carries a factor $i$, and its right-hand sides are $\sin gR$ and $g\cos gR$. Parity then ensures the match at $y=-R$, so no angular-momentum sum has to be cut off.

The matching never fails. Multiply the equation for $\dot u$ by $u$, the equation for $u$ by $\dot u$, and subtract. The terms in $V$ and $E_0$ cancel, leaving $-\frac12(u\dot u''-\dot u u'')=u^2$, or $(u\dot u'-u'\dot u)'=-2u^2$. The bracket vanishes at $y=0$ for both parities and is continuous at the well edge, so

$$W=-2\int_0^R u^2\,dy<0 .$$

For $R=0.8$ bohr, $W$ is $-1.2743$ (even) and $-0.2969$ (odd), in agreement with direct quadrature of $u^2$.

**The reference energies.** Across a piece of length $\ell$ and constant potential $U$, with $q=\sqrt{2(E-U)}$, the pair $(\psi,\psi')$ is multiplied by

$$\begin{pmatrix}\cos q\ell&\sin(q\ell)/q\\-q\sin q\ell&\cos q\ell\end{pmatrix}.$$

This matrix has determinant 1, and so has the product $M$ over a period. A solution that gains a phase $\theta$ per period requires eigenvalues $e^{\pm i\theta}$ of $M$, hence $\frac12\mathrm{Tr}\,M=\cos\theta$. The roots of this equation need no basis. They give $E_a=-0.449313$ and $E_p=-0.945810$ hartree, so $D=47.18$ mHa (1.284 eV). For the ring $E_s/N=-0.478849$ hartree, so $C=29.54$ mHa (0.804 eV).

## The belief and the counter-example

The belief runs as follows. Plane waves belong to the box, not to the atoms, so they have no basis-set superposition error. LAPW is labelled by plane waves. Therefore LAPW has none either, and the free atom may be computed with whatever sphere suits it.

The conclusion about LAPW does not follow. The labels $g$ are the same for atom and pair, but the functions $\varphi_g$ contain $X$, $R$, $u$ and $\dot u$.

Take $G=2.5$ bohr⁻¹. The label spacing is $2\pi/40=0.157$ bohr⁻¹, so $n$ runs from $-15$ to $15$ and every system has 31 basis functions. The pair is computed with $R=0.8$ bohr. Its energy lies 20.736 mHa above the exact one.

At this spacing the pair would accept radii up to 2 bohr; the small one stands for a choice that also serves shorter spacings. The isolated atom is not bound by that choice. With $R=1.6$ bohr and the same $G$, its error is 0.185 mHa. The binding energy then has the error

$$2(0.185)-20.736=-20.366\ \text{mHa},$$

which is 43% of the exact $D$: the pair appears bound by 26.8 instead of 47.2 mHa. The better atom has given the worse difference. With the pair's own $R=0.8$ bohr the atom's error is 12.053 mHa, and

$$2(12.053)-20.736=3.370\ \text{mHa},$$

or 7% of $D$.

The ring behaves likewise. Its error per atom is 9.623 mHa with $R=0.8$ bohr. The large-sphere atom gives a cohesive energy wrong by $0.185-9.623=-9.438$ mHa, 32% of $C$; the equal-sphere atom gives $12.053-9.623=2.430$ mHa, 8% of $C$.

Why does the radius matter so much? The plane-wave sum must reproduce the orbital outside the spheres and match it at their edges. Inside, its values are discarded. A larger sphere leaves a longer stretch over which the sum is free, and less for it to describe. At all seven cutoffs tested, from 2.5 to 4.0 bohr⁻¹, the larger sphere gave the lower atomic energy. This relies on $E_0$ being the exact level. Otherwise the error of the fixed $u$ and $\dot u$ grows with $R$: with $E_0$ raised by 0.3 hartree, the atomic error at $G=4$ bohr⁻¹ is 0.86 mHa for the small sphere and 2.55 mHa for the large one.

## A neighbour's sphere without the neighbour

The comparison above changes the atom's own sphere. The superposition effect proper is isolated by keeping one real well and placing a sphere, with no well in it, at an empty site. The Hamiltonian and the labels $g$ do not change, so any shift of the energy comes from the basis.

Let this ghost sphere carry the neighbour's $u$ and $\dot u$. At $G=2.5$ bohr⁻¹ and $R=0.8$ bohr, the atomic energy shifts by $+16.5$ microhartree for a ghost 4 bohr away, and by $-208.9$ microhartree for one 3 bohr away. The basis therefore depends on where the other spheres are.

Both signs occur, for a reason. In an atomic-orbital basis, ghost orbitals are added to the atom's functions, and the variational energy cannot rise. A ghost sphere replaces functions. The spaces with and without it both have dimension 31, so if one contained the other they would be equal. Neither contains the other, and the variational principle fixes no sign.

The size also deserves notice. Using the ghost-corrected atom at 4 bohr changes the error of $D$ by $2(0.0165)=0.033$ mHa, from 3.370 to 3.403 mHa. In this example the ghost correction does not help, and the effect is far smaller than that of unequal radii. The remaining 3.4 mHa is mostly ordinary incompleteness that differs between atom and pair. Pure plane waves, whose basis really is the same for both, show a similar remainder at this cutoff: 3.332 mHa in $D$, with an atomic error of 17.348 mHa.

## The correct general statement

Let $\delta_a$ be the LAPW error of the atom and $\varepsilon$ the error per atom of the bound system, so $\varepsilon=\delta_p/2$ for the pair and $\varepsilon=\delta_s/N$ for the ring. For independent electrons in a fixed potential:

1. The error of the binding energy per atom is $\delta_a-\varepsilon$, with $\delta_a\ge0$ and $\varepsilon\ge0$. An atom with finite error gives a better result than a fully converged atom if and only if $0<\delta_a<2\varepsilon$.
2. The trial space depends on the positions and contents of the spheres. A ghost sphere with the neighbour's functions leaves a positive energy error even as $G\to\infty$.
3. If each sphere carries functions of its actual potential, then as $G\to\infty$ the error of a level at $E_0+\epsilon$ that is the lowest of its symmetry is at most of order $\epsilon^4$, for any radii that enclose the wells without overlap.

Equal $R$, $G$ and $E_0$ are thus a means of bringing $\delta_a$ close to $\varepsilon$ at finite cutoff. They do not guarantee cancellation. Nor are they needed once $G$ is converged and each $E_0$ lies close enough to the occupied levels for the error of part 3 to be negligible. Raising $G$ alone does not remove that error, which depends on $R$ as well as on $E_0$.

## Proof

**Part 1.** The basis functions are continuous with continuous slope, so they are admissible trial functions. By the min-max principle each LAPW level lies at or above the exact level of the same rank. Sums over occupied levels inherit this, hence $\delta_a,\varepsilon\ge0$. Subtracting the energies gives the error $\delta_a-\varepsilon$. A converged atom has $\delta_a=0$ and leaves $-\varepsilon$, so binding is too weak or, if $\varepsilon=0$, correct. The finite-error atom is better when $|\delta_a-\varepsilon|<\varepsilon$, that is, $-\varepsilon<\delta_a-\varepsilon<\varepsilon$, or $0<\delta_a<2\varepsilon$.

**Part 2.** Inside the ghost's region $|y|<a$, let $h=-\frac12d^2/dx^2-V_0$. The neighbour's functions obey $(h-E_0)u=0$ and $(h-E_0)\dot u=u$, so every trial function there satisfies $(h-E_0)^2f=0$. The true atomic orbital sees no well at the ghost site, and its energy is $E_0$. It obeys $-\frac12f''=E_0f$, so

$$(h-E_0)f=-V_0f,\qquad (h-E_0)^2f=V_0^2f\neq0 .$$

It is therefore outside the trial space for every $G$. The finite-energy functions that have the prescribed form in the ghost sphere make up a closed set, on which the lowest energy is attained. Since the atomic ground state is non-degenerate and not in the set, that lowest energy exceeds $E_a$ by a fixed amount.

**Part 3.** Outside the spheres the exact orbital is smooth, and it can be continued smoothly through them as a periodic function. The Fourier series of this continuation converges in value and slope, so plane waves reproduce the orbital up to the sphere edges. Inside, each parity part of the orbital is a multiple of

$$u(E_0+\epsilon)=u+\epsilon\dot u+\tfrac12\epsilon^2\ddot u+\dots$$

The matched function $Au+B\dot u$ has the same value and slope at $R$. It differs from $u+\epsilon\dot u$ by a combination of $u$ and $\dot u$ that must supply the edge value and slope of the $\epsilon^2$ term. Because $W\neq0$, its coefficients are of order $\epsilon^2$. The trial function is then $\psi+\chi$ with $\chi=O(\epsilon^2)$. Since $(H-E)\psi=0$, the terms linear in $\chi$ vanish. Every occupied level here is the lowest of its symmetry (for the ring, of its Bloch phase), so the energy of this trial function bounds the LAPW level from above, and the error is at most

$$\frac{\langle\chi|H-E|\chi\rangle}{\langle\psi+\chi|\psi+\chi\rangle}=O(\epsilon^4).$$

## Reading the numbers against the statement

**High cutoff.** At $G=12$ bohr⁻¹ the atom with $R=1.6$ bohr may be combined with a pair or ring with $R=0.8$ bohr: the errors of $D$ and $C$ are about 0.002 microhartree or less. For the pair, $\epsilon=-0.4729+0.4493=-0.0236$ hartree, small enough for part 3 to be harmless.

The ghost with the neighbour's functions still costs 1.057 microhartree at 4 bohr and 6.986 at 3 bohr. To leading order this cost is quadratic in the tail amplitude $e^{-\kappa x}$, with $\kappa=\sqrt{2(0.4493)}=0.948$ bohr⁻¹. Moving the ghost 1 bohr closer should multiply it by $e^{2\kappa}=6.66$; the ratio at this cutoff is 6.6. These costs converge slowly: as $G\to\infty$ they fall by about 13%, to 0.917 and 6.10 microhartree, and their ratio becomes 6.66. A ghost with free-space functions at $E_0$ contains the exact tail, and its shift vanishes to the printed digits. The lasting error comes from the wrong functions, not from the presence of a sphere.

**Where equal settings lose.** At $G=3.5$ bohr⁻¹ the ring has $\varepsilon=0.454$ mHa and the equal-sphere atom $\delta_a=1.624$ mHa. This exceeds $2\varepsilon=0.908$ mHa, so by part 1 the equal-sphere atom must do worse than a converged one, which the large-sphere atom ($\delta_a=0.004$ mHa) nearly is. It does: the error of $C$ is 1.171 mHa, against $-0.450$ mHa with the large sphere. The same happens at 3.75 bohr⁻¹. Over the seven cutoffs, equal settings still reduce the root-mean-square error from 5.54 to 1.55 mHa for the ring, and from 11.10 to 2.22 mHa for the pair. These averages are dominated by the lowest cutoffs: over the last three alone, the ring has 0.82 mHa with equal settings and 0.45 mHa with the large sphere.

The ring's error falls in steps, and symmetry explains them. Translation by $d$ multiplies $\varphi_g$ by a phase that depends on $n$ modulo 10. The occupied orbitals have $n=-2,\dots,2$ modulo 10, so among positive labels beyond 2 they use 8 to 12, 18 to 22, 28 to 32, and so on. Cutoffs of 2.5 and 2.75 bohr⁻¹ end at $n=15$ and 17, and add nothing useful between them: both give 9.623 mHa. Cutoffs of 3.5, 3.75 and 4.0 end at 22, 23 and 25, and all give 0.454 mHa. The atom has no such selection and improves with each added shell. Equal cutoffs therefore do not mean equal errors.

For the pair, a symmetric sum of two equal site functions, normalized with their overlap neglected, has the Fourier weight of one site multiplied by $1+\cos gd$. If $\cos gd<0$ just beyond the cutoff, the pair misses less per electron than the atom, which suggests a positive error of $D$; if $\cos gd>0$, a negative one. At all seven cutoffs the computed sign with equal settings is that of $-\cos gd$ at the first omitted label. The argument is not a proof for augmented functions, and it looks at one label only. It fails just before $\cos gd$ changes sign, as for cutoffs ending at $n=16$ or 21 ($G\approx2.6$ and 3.4 bohr⁻¹).

**Equal $RG$ is a weaker condition.** Measuring lengths in units of $R$ turns $H$ into $R^{-2}$ times a dimensionless operator, so at fixed $E_0R^2$

$$\delta_a=\frac1{R^2}F\!\left(RG,\;V_0R^2,\;\frac aR,\;\frac LR\right).$$

Keeping $RG$ while doubling $R$ changes the prefactor and the other arguments. The root-mean-square errors are then 3.41 mHa for the pair and 2.06 mHa for the ring: better than a large sphere at equal $G$, but worse than equal $R$ and $G$. At single cutoffs the order can reverse, as at 3.0 bohr⁻¹, where equal $RG$ happens to give 0.150 mHa for the pair and equal settings $-2.220$ mHa.

**Pressure.** The same error enters an energy-volume curve. In one dimension the volume per atom is $d$, and the pressure is $P=-dE/dd$ with $E$ the energy per atom. In the ring the labels $g=2\pi n/(Nd)$ move with $d$, so at fixed $G$ the error can jump when a label crosses the cutoff. Between such jumps, if the radius is changed along with $d$ at fixed $G$ and $E_0$,

$$P_{\rm LAPW}-P=-\frac{\partial\varepsilon}{\partial d}-\frac{\partial\varepsilon}{\partial R}\frac{dR}{dd}.$$

The last term is produced by the choice of spheres. A fixed radius, small enough for the most compressed cell, removes it; the first term remains. A large enough increase of the cutoff reduces it, but at fixed $E_0$ a part can survive even at converged cutoff, because the levels move relative to $E_0$ as $d$ changes and the error of part 3 moves with them.

In three dimensions, the cutoff in angular momentum and the self-consistent change of the potential add further differences between atom and solid. Equal radii, cutoff and energy parameters are then a sensible start, and a useful check is whether the cohesive energy stays put when $G$ and the angular-momentum cutoff are raised substantially, and when the energy parameters are shifted moderately. A small step in $G$ can mislead: from 3.5 to 4.0 bohr⁻¹ the cohesive energy of the ring with the large-sphere atom hardly moves, yet it is still wrong by 0.45 mHa. The full tables are in the numerical output.

## Numbers as computed

```
well depth 1.0 hartree, half-width 0.7 bohr
spacing 4.0 bohr, box 40.0 bohr, ring atoms 10
sphere radii: small 0.8, large 1.6 bohr
exact atom energy -0.449313 hartree
exact pair energy -0.945810 hartree
exact ring energy per atom -0.478849 hartree
exact pair binding 47.183 mHa = 1.2839 eV
exact ring cohesion per atom 29.535 mHa = 0.8037 eV
matching determinant, even: -1.274306 (u(0)=1 or u'(0)=1)
matching determinant, odd: -0.296929 (u(0)=1 or u'(0)=1)
Total-energy errors, mHa (G in 1/bohr; ring per atom)
   G   atom,eqR&G  atom,largeR  atom,eqRG     pair     ring
 2.50      12.053        0.185     14.653   20.736    9.623
 2.75       6.842        0.061      8.635   17.503    9.623
 3.00       3.858        0.020      5.043    9.936    4.895
 3.25       2.893        0.012      2.926    6.382    3.223
 3.50       1.624        0.004      1.690    1.994    0.454
 3.75       1.217        0.002      1.690    1.227    0.454
 4.00       0.683        0.001      0.974    1.019    0.454
Binding errors, mHa: pair (3 atom choices), ring per atom (same 3)
   G    eqR&G   largeR   eqRG  |  eqR&G   largeR   eqRG
 2.50    3.370  -20.366   8.571 |   2.431   -9.438   5.031
 2.75   -3.819  -17.380  -0.232 |  -2.781   -9.561  -0.987
 3.00   -2.220   -9.895   0.150 |  -1.037   -4.874   0.148
 3.25   -0.596   -6.358  -0.530 |  -0.330   -3.211  -0.298
 3.50    1.255   -1.986   1.386 |   1.171   -0.450   1.237
 3.75    1.206   -1.223   2.153 |   0.763   -0.451   1.237
 4.00    0.347   -1.017   0.928 |   0.229   -0.453   0.520
  rms    2.216   11.095   3.407 |   1.551    5.544   2.061
plane waves only, G=2.50/bohr: atom error 17.348 mHa, pair binding error 3.332 mHa
Shift of the atom energy by a ghost sphere, microhartree
   G     R   distance  neighbour's u   free-space u
 2.50   0.8      4.0         16.506        -41.585
 2.50   0.8      3.0       -208.863       -307.763
 2.50   1.6      4.0         42.159        -75.429
12.00   0.8      4.0          1.057         -0.000
12.00   0.8      3.0          6.986         -0.000
12.00   1.6      4.0         59.716          0.000
G=12.0/bohr, unequal radii: pair binding error -0.001 microhartree
G=12.0/bohr, unequal radii: ring cohesion error -0.002 microhartree per atom
```
